# How many silicon atoms must a shallow-donor supercell hold?: a program that tests the result

```python
# Result under test: a cubic Si cell of edge L = s*a contains
# N = 8*(s*a/a_si)^3 atoms; for a = 2 nm and s = 6 this is of order 1e5.
# a: effective Bohr radius; a_si: cubic lattice constant; s: edge in radii.
# Also tested: charge outside the cell, and the spurious donor-band width
# W = E_R - E_Gamma in a one-valley hydrogenic model with periodic images.
# Band-model units: length a, energy Ry* = e^2/(8 pi eps0 eps_r a).
import itertools
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.special import erfc

radius_nm = 2.0
edge_radii = 6
eps_r = 12.0
a_si = const.physical_constants["lattice parameter of silicon"][0] * 1e9


def atom_count(s):
    return 8 * (s * radius_nm / a_si) ** 3


edge_nm = edge_radii * radius_nm
atoms = atom_count(edge_radii)
repeats = int(round(edge_nm / a_si))
atoms_periodic = 8 * repeats ** 3

# Explicit count of diamond-lattice sites in randomly placed cubes.
fcc = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
basis = np.vstack([fcc, fcc + 0.25])
rng = np.random.default_rng(4)
cells = np.arange(-2, int(edge_nm / a_si) + 4)
counts = []
for _ in range(60):
    origin = rng.random(3)
    total = 0
    for site in basis:
        per_axis = []
        for axis in range(3):
            x = (cells + site[axis] - origin[axis]) * a_si
            per_axis.append(np.count_nonzero((x >= 0) & (x < edge_nm)))
        total += int(np.prod(per_axis))
    counts.append(total)
counted_mean = np.mean(counts)
assert abs(counted_mean / atoms - 1) < 0.01
assert 0.5e5 < atoms < 2e5

# Charge outside the cube: direct quadrature against the face estimate.
half = edge_radii / 2
nodes, weights = np.polynomial.legendre.leggauss(80)
x = half * (nodes + 1) / 2
w = half * weights / 2
r = np.sqrt(x[:, None, None]**2 + x[None, :, None]**2 + x[None, None, :]**2)
inside = 8 * np.einsum("i,j,k,ijk->", w, w, w, np.exp(-2 * r) / np.pi)
outside = 1 - inside
face_estimate = 3 * (1 + half) * np.exp(-2 * half)
assert 0.9 * face_estimate < outside < face_estimate


def lowest_energy(length, shift, nmax):
    """Lowest fully symmetric state; shift 0 is Gamma, 0.5 is R."""
    axis = np.arange(-nmax - 1, nmax + 2) + shift
    q = np.array(np.meshgrid(axis, axis, axis, indexing="ij"))
    q = q.reshape(3, -1).T
    q = q[np.sum(q * q, axis=1) <= nmax**2]
    k = np.sort(np.rint(2 * np.abs(q)).astype(int), axis=1)
    key = k[:, 0] + 1000 * k[:, 1] + 1000000 * k[:, 2]
    _, first, orbit, size = np.unique(
        key, return_index=True, return_inverse=True, return_counts=True)
    orbit = orbit.ravel()
    reps = q[first]
    ham = np.empty((len(reps), len(reps)))
    for i, rep in enumerate(reps):
        d2 = np.sum((q - rep)**2, axis=1)
        v = np.zeros(len(q))
        np.divide(1.0, d2, out=v, where=d2 > 1e-9)
        ham[i] = np.bincount(orbit, v, minlength=len(reps))
        ham[i] *= np.sqrt(size[i] / size)
    ham *= -2 / (np.pi * length)
    kinetic = (2 * np.pi / length)**2 * np.sum(reps**2, axis=1)
    ham[np.diag_indices_from(ham)] += kinetic
    return eigh(ham, eigvals_only=True, subset_by_index=[0, 0])[0]


sizes = [6, 8, 9, 10, 12]
levels = {s: (lowest_energy(s, 0.0, 19), lowest_energy(s, 0.5, 19))
          for s in sizes}
widths = np.array([levels[s][1] - levels[s][0] for s in sizes])
assert np.all(widths > 0) and np.all(np.diff(widths) < 0)

# Convergence of the width with plane-wave cutoff, in Ry*.
coarse = lowest_energy(6, 0.5, 13) - lowest_energy(6, 0.0, 13)
assert abs(coarse - widths[0]) < 3e-3

# Madelung constant of a cubic lattice in a uniform background (Ewald).
alpha = 2.0
potential = -np.pi / alpha**2 - 2 * alpha / np.sqrt(np.pi)
for n in itertools.product(range(-5, 6), repeat=3):
    n2 = sum(i * i for i in n)
    if n2:
        dist = np.sqrt(n2)
        potential += erfc(alpha * dist) / dist
        potential += np.exp(-np.pi**2 * n2 / alpha**2) / (np.pi * n2)
madelung = -potential
large = sizes[-1]
centre = np.mean(levels[large])
centre_limit = -1 + 2 * madelung / large - 4 * np.pi / large**3
# Allowance covers the finite cutoff at the donor cusp.
assert abs(centre - centre_limit) < 0.01

rydberg_mev = 1e3 * const.e / (
    8 * np.pi * const.epsilon_0 * eps_r * radius_nm * 1e-9)
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
mass_ratio = eps_r * bohr_nm / radius_nm
widths_mev = widths * rydberg_mev
target_mev = 1.0
assert widths_mev[0] > target_mev
assert widths_mev[-1] < target_mev
enough = next(s for s, v in zip(sizes, widths_mev) if v < target_mev)
edge_for_1e5 = a_si * (1e5 / 8)**(1 / 3)

print(f"Effective Bohr radius: {radius_nm:.1f} nm")
print(f"Si lattice constant: {a_si:.4f} nm")
print(f"Si atomic density: {8 / a_si**3:.2f} atoms/nm^3")
print(f"Cell edge, six radii: {edge_nm:.1f} nm")
print(f"Cell volume: {edge_nm**3:.0f} nm^3")
print(f"Atoms from density: {atoms:.0f}")
print(f"Mean explicit lattice count: {counted_mean:.0f} atoms")
print(f"Lattice constants per periodic edge: {repeats}")
print(f"Periodic cell edge: {repeats * a_si:.3f} nm")
print(f"Atoms in periodic cell: {atoms_periodic}")
print(f"Donor concentration: {1e21 / edge_nm**3:.2e} cm^-3")
print(f"Edge for 100000 atoms: {edge_for_1e5:.2f} nm")
print(f"That edge in radii: {edge_for_1e5 / radius_nm:.2f}")
print(f"Atoms if edge is twelve radii: {atom_count(12):.0f}")
print(f"Charge outside cube, quadrature: {100 * outside:.2f} percent")
print(f"Charge outside, face estimate: {100 * face_estimate:.2f} percent")
print(f"Relative permittivity input: {eps_r:.1f}")
print(f"Effective Rydberg: {rydberg_mev:.2f} meV")
print(f"Implied effective mass: {mass_ratio:.3f} electron masses")
print(f"Cubic Madelung constant: {madelung:.4f}")
print(f"Band centre at 12 radii, computed: {centre:.4f} Ry*")
print(f"Band centre at 12 radii, formula: {centre_limit:.4f} Ry*")
print(f"Width at 6 radii, fine cutoff: {widths[0]:.4f} Ry*")
print(f"Width at 6 radii, coarse cutoff: {coarse:.4f} Ry*")
for s, value in zip(sizes, widths_mev):
    print(f"Edge {s} radii: {atom_count(s):.0f} atoms, W = {value:.3f} meV")
print(f"Dispersion target: {target_mev:.1f} meV")
print(f"First listed edge below target: {enough} radii")
print("checks complete")
```

It prints:

```
Effective Bohr radius: 2.0 nm
Si lattice constant: 0.5431 nm
Si atomic density: 49.94 atoms/nm^3
Cell edge, six radii: 12.0 nm
Cell volume: 1728 nm^3
Atoms from density: 86296
Mean explicit lattice count: 86302 atoms
Lattice constants per periodic edge: 22
Periodic cell edge: 11.948 nm
Atoms in periodic cell: 85184
Donor concentration: 5.79e+17 cm^-3
Edge for 100000 atoms: 12.60 nm
That edge in radii: 6.30
Atoms if edge is twelve radii: 690366
Charge outside cube, quadrature: 2.83 percent
Charge outside, face estimate: 2.97 percent
Relative permittivity input: 12.0
Effective Rydberg: 30.00 meV
Implied effective mass: 0.318 electron masses
Cubic Madelung constant: 2.8373
Band centre at 12 radii, computed: -0.5315 Ry*
Band centre at 12 radii, formula: -0.5344 Ry*
Width at 6 radii, fine cutoff: 0.2148 Ry*
Width at 6 radii, coarse cutoff: 0.2152 Ry*
Edge 6 radii: 86296 atoms, W = 6.444 meV
Edge 8 radii: 204553 atoms, W = 1.259 meV
Edge 9 radii: 291248 atoms, W = 0.527 meV
Edge 10 radii: 399517 atoms, W = 0.216 meV
Edge 12 radii: 690366 atoms, W = 0.035 meV
Dispersion target: 1.0 meV
First listed edge below target: 9 radii
checks complete
```
